# The intrinsic spin Hall conductivity of a Rashba–Dresselhaus electron gas, part 1

(Sections cited here and not found follow in the second part.)

## From spin precession to the universal value

Two model electron gases have the same effective mass, $0.05\,m_e$, and the same density, $10^{12}\ \mathrm{cm^{-2}}$. In gas A the Rashba coupling is $10$ meV nm and the linear Dresselhaus coupling is $4$ meV nm; in gas B the two values are interchanged. Both gases have a Fermi energy of 47.8 meV. An electric field along the crystal axis [100] drives a transverse spin current whose ratio to the field is $+1.00000$ in A and $-1.00000$ in B, in units of $e/8\pi$. The coupling strengths have disappeared from the size of the response and survive in its sign. Yet if the field is turned to [110], the ratios become $+1.4$ and $-1.4$, and for $[1\bar10]$ they are $+0.6$ and $-0.6$. The universal value therefore belongs to particular field directions, or to a particular part of the response, and the derivation has to show which.

Let $x$ and $y$ lie along [100] and [010], in the plane of the gas. The Hamiltonian of one electron with wave vector $\mathbf k$ is

$$H=ck^2+\alpha(k_y\sigma_x-k_x\sigma_y)+\beta(k_x\sigma_x-k_y\sigma_y),\qquad c=\frac{\hbar^2}{2m}.$$

Here $\alpha$ is the Rashba coupling, $\beta$ the linear Dresselhaus coupling, and $\sigma_i$ are Pauli matrices. The electron has charge $-e$ with $e>0$, and its spin is $\mathbf s=\hbar\boldsymbol\sigma/2$. Interactions between electrons are left out. Collisions with impurities are left out as well, and the second half states when that is allowed.

Collecting the coefficients of the Pauli matrices gives $H=ck^2+\boldsymbol\Omega\cdot\boldsymbol\sigma$ with

$$\Omega_x=\beta k_x+\alpha k_y,\qquad \Omega_y=-\alpha k_x-\beta k_y,\qquad \Omega_z=0.$$

This is a linear map of the plane onto itself. Its determinant is

$$D=\beta(-\beta)-\alpha(-\alpha)=\alpha^2-\beta^2 .$$

With $k_x=k\cos\theta$ and $k_y=k\sin\theta$, the squared length is

$$|\boldsymbol\Omega|^2=(\beta k_x+\alpha k_y)^2+(\alpha k_x+\beta k_y)^2=(\alpha^2+\beta^2)k^2+4\alpha\beta k_xk_y .$$

Since $2k_xk_y=k^2\sin2\theta$, this is $|\boldsymbol\Omega|=k\,g(\theta)$ with

$$g^2=A+B\sin2\theta,\qquad A=\alpha^2+\beta^2,\qquad B=2\alpha\beta .$$

The eigenvalues of $\boldsymbol\Omega\cdot\boldsymbol\sigma$ are $\pm|\boldsymbol\Omega|$, so the two branches, labelled $\lambda=\pm1$, have energies $ck^2+\lambda gk$. They touch at $k=0$, at zero energy. Their separation is $\Delta=2gk$, which for $|\alpha|\neq|\beta|$ vanishes nowhere else. In branch $\lambda$ the spin points along $\lambda\boldsymbol\Omega$, within the plane.

The spin current needs a definition, because spin is not conserved here. The usual one is the symmetrized product of velocity and spin,

$$j_i^z=\tfrac12(v_is_z+s_zv_i),\qquad v_i=\frac1\hbar\frac{\partial H}{\partial k_i}.$$

The velocity contains $\hbar k_i/m$ and terms proportional to $\sigma_x$ and $\sigma_y$. Both of these matrices anticommute with $\sigma_z$, so their symmetrized products with $s_z$ vanish. What remains is

$$j_i^z=\frac{\hbar k_i}{m}s_z .$$

Without a field every spin lies in the plane, $\langle s_z\rangle=0$, and no such current flows. The field must tilt the spins out of the plane.

A uniform field $E$ along $x$ moves each wave vector according to $\hbar\dot k_x=-eE$. Because the field is uniform and there are no collisions, each electron keeps to its own path in $\mathbf k$-space, and its spin evolves under $H(\mathbf k(t))$. Write $\mathbf n=\langle\boldsymbol\sigma\rangle$. The commutators of the Pauli matrices give

$$\dot{\mathbf n}=\frac2\hbar\,\boldsymbol\Omega\times\mathbf n .$$

For example, $(i/\hbar)[\Omega_y\sigma_y,\sigma_x]=(2/\hbar)\Omega_y\sigma_z$, which is the first component of the vector product when $\Omega_z=0$.

As $\mathbf k$ moves, the axis $\boldsymbol\Omega$ turns in the plane. Let $\varphi$ be its angle, and introduce the unit vectors $\mathbf u=(\cos\varphi,\sin\varphi,0)$ along the axis and $\mathbf t=(-\sin\varphi,\cos\varphi,0)$ across it. Then $\dot{\mathbf u}=\dot\varphi\,\mathbf t$, $\mathbf u\times\mathbf t=\hat{\mathbf z}$ and $\mathbf u\times\hat{\mathbf z}=-\mathbf t$. To first order in the field the spin is $\mathbf n=\lambda\mathbf u+a\mathbf t+n_z\hat{\mathbf z}$, where $a$ and $n_z$ are small. Products of $a$ with $\dot\varphi$ are of second order and are dropped. The components of the equation of motion along $\mathbf t$ and $\hat{\mathbf z}$ are

$$\lambda\dot\varphi+\dot a=-\frac\Delta\hbar n_z,\qquad \dot n_z=\frac\Delta\hbar a .$$

If the field was switched on slowly compared with the precession period, $a$ and $n_z$ follow without oscillating. For a constant field the second equation then gives $a=0$, and the first gives $n_z=-\lambda\hbar\dot\varphi/\Delta$. This has a simple meaning: the spin can follow its turning axis only if a torque turns it within the plane, and an in-plane axis exerts such a torque only on a spin that has a component out of the plane.

With $s_z=\hbar n_z/2$, $\Delta=2|\boldsymbol\Omega|$ and $\dot\varphi=-(eE/\hbar)\,\partial\varphi/\partial k_x$, the tilt becomes

$$s_z=\lambda\,\frac{\hbar eE}{4|\boldsymbol\Omega|}\,\frac{\partial\varphi}{\partial k_x}.$$

The two minus signs, from the charge and from the torque, have cancelled. The derivative of the angle follows from $\tan\varphi=\Omega_y/\Omega_x$:

$$\frac{\partial\varphi}{\partial k_x}=\frac{\Omega_x\,\partial_{k_x}\Omega_y-\Omega_y\,\partial_{k_x}\Omega_x}{|\boldsymbol\Omega|^2}.$$

Inserting $\partial_{k_x}\Omega_y=-\alpha$ and $\partial_{k_x}\Omega_x=\beta$, the numerator is

$$-\alpha(\beta k_x+\alpha k_y)+\beta(\alpha k_x+\beta k_y)=-(\alpha^2-\beta^2)k_y=-Dk_y .$$

In the same way, $\partial\varphi/\partial k_y=Dk_x/|\boldsymbol\Omega|^2$. For the field along $x$,

$$s_z=-\lambda\,\frac{\hbar eE\,D\,k_y}{4|\boldsymbol\Omega|^3}.$$

Electrons with opposite $k_y$ tilt in opposite directions. They also move in opposite directions across the field, so their contributions to the transverse spin current add.

This tilt was tested by solving the time-dependent Schrödinger equation with a slowly rising field, in units with $\hbar=e=1$, starting at $\mathbf k=(0.7,0.9)$. The couplings $(\alpha,\beta)$ were $(1,0.4)$ and $(0.4,1)$ in a field that ended constant, and $(1,0.4)$ in an oscillating field of angular frequency $1.26$, for which the tilt carries a factor derived in the second half. The largest relative deviation was $1.3\times10^{-5}$.

The current density is the sum of $j_y^z$ over occupied states. The Fermi sea is displaced by the field, but since $s_z$ is already of first order, this displacement changes the current only in second order. The undisplaced sea can therefore be used. The tilt is opposite in the two branches, so any $\mathbf k$ at which both are occupied contributes nothing.

For $E_F>0$ each branch crosses the Fermi energy once in every direction. The positive root of $ck^2+\lambda gk=E_F$ is

$$k_\lambda=\frac{-\lambda g+\sqrt{g^2+4cE_F}}{2c}.$$

The lower branch is filled out to the larger radius $k_-$, the upper to $k_+$. Between them lies an annulus in which the lower branch alone is occupied. The square roots cancel in its width,

$$k_--k_+=\frac gc=\frac{2mg}{\hbar^2},$$

so no assumption of weak spin-orbit coupling is needed. With $\lambda=-1$ in the annulus,

$$J_y^z=\int_0^{2\pi}\!d\theta\int_{k_+}^{k_-}\!\frac{k\,dk}{4\pi^2}\;\frac{\hbar k\sin\theta}{m}\;\frac{\hbar eE\,D\,k\sin\theta}{4k^3g^3}.$$

The powers of $k$ cancel, and the radial integral is the width of the annulus:

$$J_y^z=\frac{\hbar^2eED}{16\pi^2m}\int_0^{2\pi}\!d\theta\,\frac{\sin^2\theta}{g^3}\,\frac{2mg}{\hbar^2}=\frac{eED}{8\pi^2}\int_0^{2\pi}\!d\theta\,\frac{\sin^2\theta}{g^2}.$$

A stronger coupling makes the annulus wider but the spins stiffer, so its overall strength drops out. A larger mass widens the annulus but lowers the velocity in the same ratio. The density drops out because the powers of $k$ cancel and the width does not depend on $E_F$.

The angular integral can be read off from the turning of $\boldsymbol\Omega$. Moving around a circle in $\mathbf k$-space changes $\varphi$ at the rate

$$\frac{\partial\varphi}{\partial\theta}=-k_y\frac{\partial\varphi}{\partial k_x}+k_x\frac{\partial\varphi}{\partial k_y}=\frac{D(k_y^2+k_x^2)}{|\boldsymbol\Omega|^2}=\frac D{g^2}.$$

For $D\ne0$ the linear map takes the circle to an ellipse around the origin, traversed once. The sense is kept if $D>0$ and reversed if $D<0$. Thus $\varphi$ changes by $2\pi\,\mathrm{sgn}\,D$ in one turn, and

$$\int_0^{2\pi}\frac{d\theta}{g^2}=\frac{2\pi}{|D|}.$$

Writing $\sin^2\theta=(1-\cos2\theta)/2$ leaves a second integral. It vanishes: for $B\neq0$, $\cos2\theta/g^2$ is the derivative of $\ln(g^2)/(2B)$, which returns to its starting value, and for $B=0$ the denominator is constant. The integral of $\sin^2\theta/g^2$ is therefore $\pi/|D|$, and

$$\frac{J_y^z}{E}=\frac e{8\pi}\,\mathrm{sgn}(\alpha^2-\beta^2).$$

For pure Rashba coupling, of either sign, this is $e/8\pi$. For a field along a cubic axis, adding Dresselhaus coupling leaves the transverse value unchanged until $|\beta|$ exceeds $|\alpha|$, and then reverses it. At $|\alpha|=|\beta|$ the axis $\boldsymbol\Omega$ keeps to one line, no spin has to turn, and the response is zero.

The condition $E_F>0$ is essential. Take pure Rashba coupling with $\alpha>0$ and $E_F<0$. The upper branch is empty and the lower one is filled between the two roots of $ck^2-\alpha k=E_F$,

$$k=\frac{\alpha\pm\sqrt{\alpha^2+4cE_F}}{2c}.$$

The integrand is the same as before, but the ring has width $\sqrt{\alpha^2+4cE_F}/c$ instead of $\alpha/c$. The conductivity is reduced by the ratio of the two,

$$\sqrt{1-\frac{|E_F|}{E_R}},\qquad E_R=\frac{\alpha^2}{4c}=\frac{m\alpha^2}{2\hbar^2}.$$

For $\alpha=10$ meV nm and the mass used here, $E_R=0.033$ meV. At $E_F=-E_R/2$ the formula gives $0.7071$, and a numerical sum over states at a temperature of $E_R/100k_B$ gives $0.7070$, in units of $e/8\pi$.

Temperature enters through the same radial integral, now $\int_0^\infty dk\,(f_--f_+)$, where $f_\lambda$ is the Fermi occupation of branch $\lambda$. Since $f_+(k)=f_-(-k)$, and since $f_-$ is symmetric about $k_0=g/2c$, the integral equals

$$\int_0^\infty f_-\,dk-\int_{-\infty}^0f_-\,dk=2\int_0^{k_0}f_-\,dk .$$

The energies in the last integral lie between $-g^2/4c$ and zero, close to the crossing. If this range is small compared with $k_BT$, the occupation there is nearly $1/(1+e^{-\mu/k_BT})$, with $\mu$ the chemical potential, and this factor multiplies $e/8\pi$. At 77 K, where $k_BT=6.64$ meV, and with $\mu$ held at 47.8 meV, it is $0.9993$. The numerical sum gives $0.99926$.

## Field direction, the switching point and the limits of the clean gas

The spin-orbit term is $\boldsymbol\Omega\cdot\boldsymbol\sigma$, with $\boldsymbol\Omega$ linear in $\mathbf k$, at angle $\varphi$ in the plane and of length $kg(\theta)$. Here $g^2=A+B\sin2\theta$, $A=\alpha^2+\beta^2$, $B=2\alpha\beta$ and $D=\alpha^2-\beta^2$. The branches $\lambda=\pm1$ are split by $\Delta=2kg$, and the kinetic energy is $ck^2$ with $c=\hbar^2/2m$. The first half found $\nabla_{\mathbf k}\varphi=D(-k_y,k_x)/|\boldsymbol\Omega|^2$ and the tilt $s_z=\lambda\hbar e\,\mathbf E\cdot\nabla_{\mathbf k}\varphi/(4|\boldsymbol\Omega|)$, written here for any field direction. The current comes from an annulus of width $g/c$ in which the lower branch alone is filled. For a field along [100] the transverse response is $(e/8\pi)\,\mathrm{sgn}\,D$.

Now let the field make an angle $\chi$ with [100]. Its direction is $\hat{\mathbf e}=(\cos\chi,\sin\chi)$, and the direction across it is $\hat{\mathbf n}=(-\sin\chi,\cos\chi)$. Then

$$\mathbf E\cdot\nabla_{\mathbf k}\varphi=\frac{DE(-k_y\cos\chi+k_x\sin\chi)}{|\boldsymbol\Omega|^2}=-\frac{DE\,\mathbf k\cdot\hat{\mathbf n}}{|\boldsymbol\Omega|^2}.$$

Compared with the earlier calculation, $\mathbf k\cdot\hat{\mathbf n}$ has replaced $k_y$ in the tilt. The radial integral is unchanged, so

$$J_i^z=\frac{eED}{8\pi^2}\sum_jT_{ij}\hat n_j,\qquad T_{ij}=\int_0^{2\pi}d\theta\,\frac{\hat k_i\hat k_j}{g^2}.$$

The diagonal elements are known from the first half: $T_{xx}=T_{yy}=\pi/|D|$, because the integral of $\cos2\theta/g^2$ vanishes. The off-diagonal element is half the integral of $\sin2\theta/g^2$. For $B\ne0$, replace $B\sin2\theta$ by $g^2-A$:

$$T_{xy}=\frac1{2B}\int_0^{2\pi}\!d\theta\left(1-\frac A{g^2}\right)=\frac\pi B\left(1-\frac A{|D|}\right)=-\frac{\pi r}{|D|},\qquad r=\frac{A-|D|}B .$$

For $|\alpha|>|\beta|$ the numerator of $r$ is $2\beta^2$ and $r=\beta/\alpha$. For $|\beta|>|\alpha|$ it is $2\alpha^2$ and $r=\alpha/\beta$. If one coupling is absent, $r=0$.

The transverse current is the component along $\hat{\mathbf n}$. It contains

$$\sum_{ij}\hat n_iT_{ij}\hat n_j=T_{xx}-2\sin\chi\cos\chi\,T_{xy}=\frac\pi{|D|}(1+r\sin2\chi).$$

The component along the field contains $\sum_{ij}\hat e_iT_{ij}\hat n_j=(\cos^2\chi-\sin^2\chi)T_{xy}$, since the diagonal terms cancel. The two conductivities are

This part has shown that, for positive Fermi energy, a field along [100] gives the universal transverse response $(e/8\pi)\,\mathrm{sgn}(\alpha^2-\beta^2)$, and it has found the angular integrals needed for any field direction. What remains is to write out the two conductivities, and to examine the switching point, the limits set by frequency and collisions, and the effect of cubic Dresselhaus terms.
